# Spin-spin quadrupole moment and tensor polarizability of metastable helium 2 ³S₁, part 2

The metastable level $2\,^3S_1$ of helium has $L=0$, $S=1$, $J=1$ and sublevels $M=1,0,-1$. We seek the quadrupole moment and tensor polarizability it gets from the magnetic interaction of the electron spins $\mathbf s_1,\mathbf s_2$, with $\mathbf S=\mathbf s_1+\mathbf s_2$. The nucleus is a fixed point without spin. In atomic units, with electron charge $-1$ and fine-structure constant $\alpha$,

$$H_0=\sum_{a=1,2}\left(-\tfrac12\nabla_a^2-\frac{2}{r_a}\right)+\frac1r,\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .$$

The lowest triplet spatial function is $|0\rangle$, with energy $E_0$. All triplet spatial functions are antisymmetric. The reduced resolvent runs over the triplet eigenfunctions of $H_0$, continuum included:

$$G=\sum_{n\neq0}\frac{|n\rangle\langle n|}{E_0-E_n}.$$

Let $D=(z^2-r^2/3)/r^5$, where $z$ is the $z$ component of $\mathbf r$. In terms linear in the spin-spin interaction, that interaction may be replaced by

$$h_M=-\tfrac34\alpha^2(3M^2-2)D .$$

It mixes $^3D_1$ into the level with probability $P_D=\tfrac{45}8\alpha^4\langle0|DG^2D|0\rangle$. The quadrupole moment, the mean of $-q$ for $M=1$ with $q=\sum_a(3z_a^2-r_a^2)$, is $Q=\tfrac32\alpha^2\langle0|qGD|0\rangle$. The attraction of parallel magnets placed end to end suggests, but does not prove, that $Q$ is negative.

In a uniform electric field $F$ along $z$ the electrons have the energy $FZ$, with $Z=z_1+z_2$, and the level shifts by

$$\Delta E_M=-\tfrac12F^2\left[\alpha_s+\alpha_t(3M^2-2)\right].$$

Without spin interactions,

$$\alpha_s=-2\langle0|ZGZ|0\rangle ,\qquad \alpha_t=0 .$$

An electron with momentum $\mathbf p$ also has a spin-orbit energy in the field, proportional to $\alpha^2\mathbf s\cdot(\mathbf F\times\mathbf p)$. For a helium-like ion of nuclear charge $N$, the expansion requires $\alpha N\ll1$.

The next step is to find $\alpha_t$.

**Q:** And with the spin-spin interaction I simply use the state with its D admixture?

**A:** That gives one part of the answer. To see all of it, treat the field and the spin-spin interaction together, with $W=FZ+h_M$. Both have zero mean in $|0\rangle$: $Z$ changes parity, and $D$ changes $L$. So the first-order energy is zero.

Write the perturbed state as $|0\rangle+|1\rangle+|2\rangle+\dots$, with the corrections orthogonal to $|0\rangle$. The Schrödinger equation at first order gives $|1\rangle=GW|0\rangle$. At second order it gives $|2\rangle=GW|1\rangle=GWGW|0\rangle$, where a term with the first-order energy would appear if that energy were not zero. The third-order energy is

$$E^{(3)}=\langle0|W|2\rangle=\langle0|W\,G\,W\,G\,W|0\rangle .$$

I need the terms with two factors $FZ$ and one factor $h_M$. There are three orders:

$$F^2\left[\langle0|h_MGZGZ|0\rangle+\langle0|ZGh_MGZ|0\rangle+\langle0|ZGZGh_M|0\rangle\right].$$

The first and the last are complex conjugates and real, hence equal. Inserting $h_M$ gives

$$-\tfrac34\alpha^2(3M^2-2)F^2\left[2\langle0|DGZGZ|0\rangle+\langle0|ZGDGZ|0\rangle\right].$$

Comparison with $-\tfrac12F^2\alpha_t(3M^2-2)$ gives

$$\alpha_t=\tfrac32\alpha^2\left[2\langle0|DGZGZ|0\rangle+\langle0|ZGDGZ|0\rangle\right].$$

**Q:** Which of the two terms is the mixing of $^3D_1$ into the metastable level?

**A:** The first. There $D$ acts on $|0\rangle$ and creates the D admixture, and the field connects it with $|0\rangle$ through a P state. In the second term the field acts first and lifts the atom into virtual $^3P$ states. The spin-spin interaction then acts inside those P states, where $D$ need not have zero mean, and the field leads back.

Both terms have one factor $\alpha^2$. The statement that mixing of $^3D_1$ gives the level its tensor polarizability is therefore incomplete, even at leading order. For the quadrupole moment it is complete, because no field and no virtual P state enter there.

**Q:** Inside the P states spin-orbit coupling acts too. Why does it not appear at order $\alpha^2$?

**A:** One spin-orbit factor brings one spin operator. The part containing $\mathbf s_1-\mathbf s_2$ leads from a triplet to a singlet. With no second spin operator to lead back, it drops out. What remains is linear in $\mathbf S$, so a shift quadratic in the field must have the form $T_{ijk}F_iF_jS_k$. The spatial state has no preferred direction, so $T_{ijk}$ is proportional to $\epsilon_{ijk}$, and $\epsilon_{ijk}F_iF_j=0$. The same argument removes the term $\alpha^2\mathbf s\cdot(\mathbf F\times\mathbf p)$ taken once together with $FZ$. Two spin-orbit factors can give a tensor shift, at relative order $\alpha^4$.

**Q:** That is a power of $\alpha$. The P level lies close by, and small denominators can upset such counting.

**A:** They can, so I estimated the size. In a small basis with 5 s, 3 p and 2 d radial Gaussian functions I diagonalized $H_0+FZ$ among the triplets, with the electrons' spin-orbit coupling to the nucleus added at an enlarged strength of either sign. The part of the tensor shift that is even in this strength was scaled quadratically to the physical strength. Its contribution to $\alpha_t$ has a magnitude of about $3\times10^{-8}$ Å³. The estimate omits singlet states and the coupling of each spin to the other electron's orbit, so it does not settle the sign.

**Q:** Then I need $\alpha_t$ itself. How do you compute matrix elements of $D$?

**A:** By reducing them to Coulomb integrals. Away from $r=0$, differentiating $1/r$ twice gives $\partial_z^2(1/r)=(3z^2-r^2)/r^5=3D$. Since $\mathbf r=\mathbf r_1-\mathbf r_2$, a derivative with respect to $z_2$ is minus one with respect to $z_1$, so

$$D=-\frac13\,\frac{\partial^2}{\partial z_1\partial z_2}\frac1r .$$

At $r=0$ the right-hand side differs from $D$ by a multiple of $\delta(\mathbf r)$, which has no effect between antisymmetric functions. For two orbital densities $\rho(\mathbf r_1)$ and $\rho'(\mathbf r_2)$, integrating by parts once in $z_1$ and once in $z_2$ gives two minus signs, which cancel:

$$\iint\rho\,\rho'\,\frac{\partial^2}{\partial z_1\partial z_2}\frac1r=\iint\frac{\partial\rho}{\partial z_1}\,\frac{\partial\rho'}{\partial z_2}\,\frac1r .$$

These integrals are available in closed form for Gaussian orbitals. The antisymmetric pair functions take the direct integral minus the exchange integral, and in this difference the delta term cancels.

**Q:** What basis, and what level of theory?

**A:** Full configuration interaction: $H_0$ is diagonalized among all antisymmetric orbital pairs of the required symmetry. The orbitals are 11 s, 7 p and 6 d radial functions, each a single Gaussian, with exponents in geometric progression. This gives 361 pair functions of even parity and 245 of odd parity. The resolvent is the sum over the resulting eigenstates, in which a discrete set stands for the continuum.

The energy of $2\,^3S$ comes out as $-59.187$ eV. This is an upper bound to the lowest triplet energy of $H_0$. In this basis the lowest $^3P$ level lies $1.146$ eV higher and the lowest $^3D$ level $3.276$ eV higher. The second distance is about $0.02$ eV too large, because the few d functions describe the diffuse 3d orbital only roughly.

**Q:** Give me the quadrupole moment, with the arithmetic.

**A:** In ordinary units the strength of the spin-spin interaction is $\alpha^2$ times the atomic unit of energy times the cube of the Bohr radius. I call it $g$:

$$g=2.1473\times10^{-4}\ \text{eV Å}^3 .$$

The matrix element is $\langle0|qGD|0\rangle=-4.062\times10^{-2}\ \text{eV}^{-1}\text{Å}^{-1}$. Therefore

$$Q=1.5\times2.1473\times10^{-4}\times(-4.062\times10^{-2})\ e\,\text{Å}^2=-1.31\times10^{-5}\ e\,\text{Å}^2,$$

where $e$ is the positive elementary charge. In atomic units this is $-4.67\times10^{-5}$. The sign is the one suggested by magnets placed end to end: for $M=\pm1$ the electron cloud is stretched along $z$.

The mean of $\sum_ar_a^2$ is $6.43$ Å². The ratio is $-2.03\times10^{-6}\,e$, and with $\alpha^2=5.325\times10^{-5}$ this is $-0.038\,\alpha^2e$. The coefficient is well below one.

The D probability is $P_D=2.1\times10^{-11}$, so the admixed amplitude is its square root, $4.6\times10^{-6}$. Interference with the large S part is what makes the moment as large as it is.

**Q:** And the polarizabilities?

**A:** The scalar one is $\alpha_s=46.8$ Å³, or $316$ atomic units. For the tensor part the two matrix elements are

$$2\langle0|DGZGZ|0\rangle=0.02233,\qquad\langle0|ZGDGZ|0\rangle=0.08883,$$

both in $\text{eV}^{-2}\text{Å}^{-1}$. Their sum is $0.11116$. Multiplication by $\tfrac32g$ gives $3.580\times10^{-5}$ Å²/eV, still to be multiplied by $e^2$. To express this as a volume, multiply by $e^2/4\pi\varepsilon_0=14.40$ eV Å:

$$\alpha_t=3.580\times10^{-5}\times14.40\ \text{Å}^3=5.16\times10^{-4}\ \text{Å}^3 .$$

In atomic units it is $3.48\times10^{-3}$. The ratio $\alpha_t/\alpha_s$ is $1.10\times10^{-5}$, or $0.21\,\alpha^2$. The spin-orbit estimate of $3\times10^{-8}$ Å³ is smaller than $\alpha_t$ by a factor of more than ten thousand, so the small denominators do not upset the counting here.

**Q:** How much of $\alpha_t$ would I have found from the D admixture alone?

**A:** One fifth. The mixing term gives $1.04\times10^{-4}$ Å³ and the virtual P states give $4.12\times10^{-4}$ Å³.

**Q:** Can the larger part be understood without the full sum?

**A:** Its sign and size can, from the lowest $^3P$ level. A field along $z$ excites the component with $M_L=0$. In that state the mean of $D$ is $0.0817$ Å⁻³. For $M=\pm1$ the effective interaction shifts it by

$$-\tfrac34\times2.1473\times10^{-4}\times0.0817\ \text{eV}=-1.32\times10^{-5}\ \text{eV}.$$

The virtual level comes closer by this amount. A second-order shift is inversely proportional to the energy distance, so this level's contribution to the polarizability grows by the fraction $1.32\times10^{-5}/1.146=1.15\times10^{-5}$. That is already close to the full ratio $\alpha_t/\alpha_s$. It also explains why $\alpha_t$ is positive: the sublevels $M=\pm1$ are slightly more polarizable than $M=0$.

The estimate also shows how far this one level dominates $\alpha_s$. Taken alone, it contributes $5.19\times10^{-4}$ Å³ to $\alpha_t$. Division by $1.15\times10^{-5}$ gives its share of the scalar polarizability, about $45$ Å³ out of $46.8$ Å³.

**Q:** Wait. You say the lowest P level alone gives $5.19\times10^{-4}$, but all virtual P states together give $4.12\times10^{-4}$. How can a part exceed the whole?

**A:** The rest is negative, about $-1.07\times10^{-4}$ Å³. The term $\langle0|ZGDGZ|0\rangle$ is not a sum of squares. It contains products in which the field excites one P state, $D$ leads to another, and the field returns from there. Such products may have either sign.

In this calculation the negative rest nearly cancels the D-mixing term of $+1.04\times10^{-4}$ Å³. The total therefore lies within one per cent of the value from the lowest P level alone. I have no derivation of this near cancellation and would not rely on it in another atom. It does not make the D admixture negligible, since dropping that term by itself lowers $\alpha_t$ by a fifth.

**Q:** How far do you trust these digits?

**A:** A smaller basis with 9 s, 6 p and 5 d functions gives $Q=-1.315\times10^{-5}\ e\,$Å², $\alpha_s=47.2$ Å³ and $\alpha_t=5.18\times10^{-4}$ Å³. Relative to the larger basis, these differ by about 0.5, 0.9 and 0.5 per cent. This measures the effect of refining the radial functions. It does not measure the effect of orbitals with $l>2$, which both sets lack. With converged radial functions and orbitals up to $l=4$ the values become $Q=-1.293\times10^{-5}\ e\,$Å² ($-4.62\times10^{-5}$ atomic units), $\alpha_s=46.77$ Å³ and $\alpha_t=5.12\times10^{-4}$ Å³ ($3.46\times10^{-3}$ atomic units), smaller in magnitude than the values above by about 1.2, 0.1 and 0.7 per cent. The mixing term becomes $1.02\times10^{-4}$ Å³, the virtual P term $4.10\times10^{-4}$ Å³, the lowest P level alone $5.16\times10^{-4}$ Å³ and the mean of $D$ in it $0.0812$ Å⁻³. The share of one fifth, the near cancellation and $P_D=2.1\times10^{-11}$ remain. The third digits given above for $Q$, $\alpha_t$ and its parts thus belong to the basis and not to the atom. I would quote $Q\approx-1.3\times10^{-5}\ e\,$Å² and $\alpha_t\approx5.1\times10^{-4}$ Å³.

The motion of the nucleus, the anomalous magnetic moment of the electron and higher relativistic terms are also left out.

**Q:** How large is the effect in a field one might apply?

**A:** Take $F=10^{-3}$ V/Å. The common shift is $-\tfrac12\alpha_sF^2=-1.63\times10^{-6}$ eV. The factor $3M^2-2$ is 1 for $M=\pm1$ and $-2$ for $M=0$, a difference of 3, so

$$E_{\pm1}-E_0=-\tfrac32\alpha_tF^2=-1.5\times3.580\times10^{-5}\times10^{-6}\ \text{eV}=-5.4\times10^{-11}\ \text{eV},$$

where $E_0$ here means the sublevel $M=0$. The sublevels $M=\pm1$ lie lower. With $\alpha_t=5.12\times10^{-4}$ Å³ the splitting is $-5.3\times10^{-11}$ eV. This equals the Zeeman spacing of neighbouring sublevels in a magnetic field of about $0.5$ µT. A magnetic field across $z$ must be much weaker than that, or be dominated by one along $z$, since otherwise it mixes the sublevels and $M$ is no longer conserved.

**Q:** When does this description stop working?

**A:** One condition concerns the field. The probability of the virtual P states is about the common shift divided by the energy distance, $1.63\times10^{-6}/1.146\approx1.4\times10^{-6}$, and it grows as $F^2$. When it is no longer small, higher powers of the field are needed.

Another concerns the nuclear charge $N$ of a helium-like ion. For large $N$ the 2s and 2p orbitals are degenerate in the nuclear field alone, and the distance from $2\,^3S$ to $2\,^3P$ grows only as $N$. The spin-spin energy grows as $\alpha^2N^3$, so $\alpha_t/\alpha_s$ goes as $\alpha^2N^2$. The spin-orbit energy grows as $\alpha^2N^4$. Used twice, each time divided by the distance $N$, it gives a relative tensor part of order $\alpha^4N^6$. Compared with the spin-spin part this is $\alpha^2N^4$. Spin-orbit coupling therefore competes when $N$ is of the order of $\alpha^{-1/2}$, before $\alpha N$ is near one. The scaling leaves the numerical factor open, so this is an order of magnitude and not a sharp limit.

The last condition concerns the spin. In a singlet S state $\mathbf S$ is zero on the state, $J=0$, and there are no sublevels to distinguish. Neither a quadrupole moment nor a tensor polarizability can then exist.
